# Zeeman levels and magnetic quenching of ground-state positronium

## Problem

Positronium, the bound state of an electron and a positron, is in its 1s state and at rest in a uniform magnetic field \(B\ge 0\) along \(z\). Without the field, the spin triplet (\(S=1\)) lies above the spin singlet (\(S=0\)) by an energy \(W\). The singlet annihilates mainly into two photons at the rate \(\Gamma_s\), the triplet mainly into three photons at the rate \(\Gamma_t\). In atomic units, with \(\alpha\) the fine-structure constant, the leading-order results of quantum electrodynamics are

\[
W=\frac{7}{12}\alpha^2,\qquad \Gamma_s=\frac{\alpha^3}{2},\qquad \Gamma_t=\frac{2(\pi^2-9)}{9\pi}\,\alpha^4 .
\]

These three expressions are data of the problem and need not be derived. Take \(g=2\) for both particles.

(a) Write the spin Hamiltonian in the field and show that no ground-state level has an energy shift linear in \(B\) at weak field.

(b) Find the four levels at any ratio of the magnetic energy to \(W\), and discuss weak and strong fields.

(c) Find the decay rate of the \(m=0\) state that grows out of the triplet, and state when the result holds.

(d) Evaluate the levels and this state's lifetime at 1 tesla.

## Solution

### (a) The spin Hamiltonian and the missing linear shift

**Zero field.** Let \(\mathbf s_e\) and \(\mathbf s_p\) be the spins of electron and positron, and \(\mathbf S=\mathbf s_e+\mathbf s_p\). Squaring the sum, with \(s_e^2=s_p^2=\tfrac34\), gives

\[
S^2=\tfrac32+2\,\mathbf s_e\!\cdot\!\mathbf s_p .
\]

Since \(S^2=2\) in the triplet and \(0\) in the singlet, \(\mathbf s_e\!\cdot\!\mathbf s_p\) equals \(\tfrac14\) and \(-\tfrac34\) respectively. With the zero of energy at the field-free singlet, the splitting is therefore represented by

\[
H_0=W\left(\tfrac34+\mathbf s_e\!\cdot\!\mathbf s_p\right),
\]

which equals \(W\) on the triplet and \(0\) on the singlet.

**Magnetic energy.** The spin moment of the positron points along its spin, that of the negatively charged electron against it. The electron has \(\boldsymbol\mu_e=-2\mu_B\mathbf s_e\) and the positron \(\boldsymbol\mu_p=+2\mu_B\mathbf s_p\). The energy \(-(\boldsymbol\mu_e+\boldsymbol\mu_p)\cdot\mathbf B\) is then

\[
H_Z=2\mu_B B\,(s_{ez}-s_{pz})=v\,(s_{ez}-s_{pz}),\qquad v=2\mu_B B .
\]

In atomic units \(\mu_B=\tfrac12\), so \(v=B\).

The 1s state has \(L=0\) and hence no orbital moment. There remains the diamagnetic energy, quadratic in the vector potential and of order \(B^2\langle r^2\rangle\), where \(r\) is the electron-positron distance. The reduced mass is \(\tfrac12\), so the 1s density is \(e^{-r}/(8\pi)\) and

\[
\langle r^2\rangle=\int_0^\infty r^2\,\frac{e^{-r}}{8\pi}\,4\pi r^2\,dr=\frac12\int_0^\infty r^4e^{-r}dr=\frac{24}{2}=12 .
\]

The rms distance is \(\sqrt{12}\) bohr, or 1.83 Å. At 1 T the scale \(B^2\langle r^2\rangle\) is \(5.9\times10^{-9}\) eV. For an atom at rest the term itself is \(B^2\rho^2/4\), with \(\rho\) the part of the electron-positron separation perpendicular to the field. Since \(\langle\rho^2\rangle=\tfrac23\langle r^2\rangle\), its mean is \(B^2\langle r^2\rangle/6\), about \(1.0\times10^{-9}\) eV. All four spin states share the same spatial function, so this energy moves them together, and it is dropped.

**Matrix elements.** Write the electron's spin first. The coupled states are

\[
|1,1\rangle=|\!\uparrow\uparrow\rangle,\quad |1,-1\rangle=|\!\downarrow\downarrow\rangle,\quad
|1,0\rangle=\frac{|\!\uparrow\downarrow\rangle+|\!\downarrow\uparrow\rangle}{\sqrt2},\quad
|0,0\rangle=\frac{|\!\uparrow\downarrow\rangle-|\!\downarrow\uparrow\rangle}{\sqrt2}.
\]

The operator \(s_{ez}-s_{pz}\) gives \(\tfrac12-\tfrac12=0\) on \(|\!\uparrow\uparrow\rangle\) and likewise \(0\) on \(|\!\downarrow\downarrow\rangle\). It gives \(\tfrac12+\tfrac12=+1\) on \(|\!\uparrow\downarrow\rangle\) and \(-1\) on \(|\!\downarrow\uparrow\rangle\). It therefore reverses the relative sign inside the \(m=0\) states:

\[
H_Z|1,\pm1\rangle=0,\qquad H_Z|1,0\rangle=v|0,0\rangle,\qquad H_Z|0,0\rangle=v|1,0\rangle .
\]

First-order perturbation theory needs the matrix of \(H_Z\) within each degenerate level of \(H_0\). Within the triplet all nine elements vanish, and within the singlet the single element vanishes. No level has a linear shift at weak field.

The cause is that the moments belonging to equal spin directions are opposite in sign and equal in size. In \(|1,\pm1\rangle\) the spins are parallel and the moments cancel. In the field-free states \(|1,0\rangle\) and \(|0,0\rangle\) each particle is equally likely to point up or down, so its mean moment is zero. If the moments had the same sign, the magnetic energy would be \(v(s_{ez}+s_{pz})=vS_z\), and the \(m=\pm1\) levels would move linearly by \(\pm v\). Numerical diagonalization of both cases at \(v=W/1000\) confirms the contrast: the largest shift divided by \(v\) is 1.0000 for like moments and 0.001 for the real ones. The latter number is \(v/W\), the mark of a quadratic shift.

### (b) The four levels

Since \(H_Z|1,\pm1\rangle=0\), these two states remain eigenstates with

\[
E_{1,\pm1}=W
\]

at every field for which this spin Hamiltonian holds. The other two states form a closed block. In the order \(|1,0\rangle,|0,0\rangle\) it is

\[
\begin{pmatrix}W&v\\ v&0\end{pmatrix},
\qquad (W-E)(0-E)-v^2=0\;\Rightarrow\;E^2-WE-v^2=0 .
\]

The roots are \(\tfrac12\left(W\pm\sqrt{W^2+4v^2}\right)\). With the ratio \(x=2v/W\) they read

\[
E_\pm=\frac W2\left(1\pm\sqrt{1+x^2}\right).
\]

**Weak field, \(x\ll1\).** From \(\sqrt{1+x^2}\approx1+x^2/2\) and \(Wx^2/4=v^2/W\),

\[
E_+\approx W+\frac{v^2}{W},\qquad E_-\approx-\frac{v^2}{W}.
\]

The two \(m=0\) levels repel each other quadratically. This is second-order perturbation theory with coupling \(v\) and energy denominator \(W\).

**Strong field, \(x\gg1\).** Now \(\sqrt{1+x^2}\approx x\) and \(Wx/2=v\), so

\[
E_\pm\approx\frac W2\pm v .
\]

These levels are linear in \(B\). The absence of a linear shift is thus a weak-field statement for the \(m=0\) levels, while the \(m=\pm1\) levels stay flat in both regimes.

**The mixed states.** Take the orthonormal pair

\[
|+\rangle=\cos\theta\,|1,0\rangle+\sin\theta\,|0,0\rangle,\qquad
|-\rangle=-\sin\theta\,|1,0\rangle+\cos\theta\,|0,0\rangle .
\]

They are eigenstates if the Hamiltonian does not connect them:

\[
\langle-|H|+\rangle=-W\sin\theta\cos\theta+v(\cos^2\theta-\sin^2\theta)
=-\tfrac W2\sin2\theta+v\cos2\theta=0 ,
\]

which requires \(\tan2\theta=2v/W=x\). Choose \(0\le2\theta<\pi/2\), so that \(|+\rangle\) becomes \(|1,0\rangle\) at zero field. Then \(\cos2\theta=1/\sqrt{1+x^2}\) and \(\sin2\theta=x/\sqrt{1+x^2}\). The energy of \(|+\rangle\) is

\[
W\cos^2\theta+v\sin2\theta=\frac W2\left(1+\cos2\theta+x\sin2\theta\right)=\frac W2\left(1+\sqrt{1+x^2}\right)=E_+ ,
\]

so \(|+\rangle\) is the upper state. Its singlet weight is

\[
q=\sin^2\theta=\frac{1-\cos2\theta}2=\frac12\left(1-\frac1{\sqrt{1+x^2}}\right),
\]

which is about \(x^2/4\) at weak field. At strong field \(\theta\to45^\circ\) and \(|+\rangle\to|\!\uparrow\downarrow\rangle\): each spin has a definite direction, and singlet and triplet are present in equal parts.

### (c) The quenched decay rate

**Why the rates add.** The amplitudes for annihilation from the two parts of \(|+\rangle\) could in principle interfere. Charge conjugation \(C\), the exchange of particle and antiparticle, rules this out. Exchanging all labels of the two fermions (position, spin and charge) must give a factor \(-1\). The position part gives \((-1)^L\), the spin part \((-1)^{S+1}\), and the charge part is \(C\) itself. Hence

\[
(-1)^L(-1)^{S+1}C=-1\;\Rightarrow\;C=(-1)^{L+S}.
\]

For \(L=0\) the singlet has \(C=+1\) and the triplet \(C=-1\). The electromagnetic field changes sign when all charges do, so a state of \(n\) photons has \(C=(-1)^n\). Annihilation conserves \(C\), if the influence of the external field on the annihilation process itself is neglected. The singlet part then feeds even photon numbers and the triplet part odd ones. One photon alone cannot carry off the energy of an atom at rest with zero total momentum, so the triplet needs at least three. States with different photon numbers are orthogonal, and the total rate has no cross term:

\[
\Gamma_+=(1-q)\,\Gamma_t+q\,\Gamma_s .
\]

The external field does not share this symmetry of the free atom, which is why it can mix states of opposite \(C\).

**When this holds.** The derivation first finds the eigenstates and then lets them decay. To check that order, include the decay from the start. An amplitude decaying as \(e^{-\Gamma t/2}\) corresponds to an energy with imaginary part \(-\Gamma/2\), so the block becomes

\[
\begin{pmatrix}W-\tfrac i2\Gamma_t&v\\ v&-\tfrac i2\Gamma_s\end{pmatrix}.
\]

With \(\delta=(\Gamma_s-\Gamma_t)/2\), the difference of the diagonal elements is \(W+i\delta\), and the upper eigenvalue is

\[
E=\frac W2-\frac i4(\Gamma_s+\Gamma_t)+\frac12\sqrt{(W+i\delta)^2+4v^2}.
\]

Let \(R=\sqrt{W^2+4v^2}=W\sqrt{1+x^2}\). To first order in \(\delta\) the root is \(\sqrt{R^2+2iW\delta}\approx R+iW\delta/R\). The decay rate is \(-2\,\mathrm{Im}\,E\):

\[
\Gamma_+=\frac{\Gamma_s+\Gamma_t}2-\frac{W\delta}{R}
=\frac{\Gamma_s+\Gamma_t}2-\frac{\Gamma_s-\Gamma_t}{2\sqrt{1+x^2}} .
\]

Collecting the coefficients of \(\Gamma_s\) and \(\Gamma_t\) returns \(q\) and \(1-q\), as before. The condition is that the singlet width be small compared with the level spacing. Here \(\Gamma_s/(2W)\) is about \(3\times10^{-3}\). Comparison with the complex eigenvalues at four fields from 0.1 to 10 T gives a largest relative error of \(8\times10^{-6}\) in the rates of the two \(m=0\) states.

### (d) Numbers at 1 tesla

**Levels.** The data give \(W=8.453\times10^{-4}\) eV, and the Zeeman coupling is \(v=1.158\times10^{-4}\) eV. Hence

\[
x=\frac{2\times1.158\times10^{-4}}{8.453\times10^{-4}}=0.274,\qquad \sqrt{1+x^2}=1.0368 .
\]

The levels, measured from the field-free singlet, are

\[
E_+=\frac{8.453\times10^{-4}}2\,(2.0368)\ \text{eV}=8.608\times10^{-4}\ \text{eV},
\]

\[
E_{1,\pm1}=8.453\times10^{-4}\ \text{eV},\qquad
E_-=\frac{8.453\times10^{-4}}2\,(-0.0368)\ \text{eV}=-1.56\times10^{-5}\ \text{eV}.
\]

The upper level has risen by \(1.56\times10^{-5}\) eV. The weak-field estimate \(v^2/W=1.59\times10^{-5}\) eV is 1.8% larger than this. The next term of the expansion, \(-Wx^4/16\), accounts for the difference: relative to the first term it is \(-x^2/4\), or \(-1.9\%\).

**Lifetime.** The singlet weight of the upper state is

\[
q=\frac12\left(1-\frac1{1.0368}\right)=0.0178 .
\]

The zero-field widths \(\hbar\Gamma\) are \(5.287\times10^{-6}\) eV for the singlet and \(4.746\times10^{-9}\) eV for the triplet. The two parts of the new width are

\[
q\,\hbar\Gamma_s=9.39\times10^{-8}\ \text{eV},\qquad (1-q)\,\hbar\Gamma_t=4.66\times10^{-9}\ \text{eV},
\]

with sum \(\hbar\Gamma_+=9.86\times10^{-8}\) eV. Lifetimes are inversely proportional to widths, and the unmixed triplet lives 138.7 ns, so

\[
\tau_+=138.7\ \text{ns}\times\frac{4.746\times10^{-9}}{9.86\times10^{-8}}=6.7\ \text{ns}.
\]

The field shortens the life of this state by a factor of about 21. A singlet weight below 2% is enough because the singlet decays about 1100 times faster than the triplet. The character of the decay changes too: the singlet part supplies \(9.39/9.86\), or 95%, of the rate, so most of these atoms now end in two photons.

**Accuracy.** All digits quoted in this part are values of the leading-order model, which omits corrections of relative order \(\alpha\) and the excess of \(g\) over 2. With the measured values \(W=8.41\times10^{-4}\) eV, lifetimes of 0.125 ns and 142 ns, and \(g=2.0023\), the same formulas give \(\tau_+=6.6\) ns at 1 T and 117 ns at 0.1 T. The model thus differs from real positronium by about 0.5% in \(W\) and \(\tau_+\) and by 2.4% in the triplet lifetime, enough to change the second figure of 6.7 ns. Lowering \(W\) by 1% changes the lifetime from 6.68 to 6.56 ns, a fall of 1.8%, since \(q\) varies nearly as \(1/W^2\). Lowering \(\Gamma_s\) by 1% raises it to 6.74 ns.

**Other fields.** Quenching becomes important well before the levels are strongly mixed. At weak field \(\Gamma_+\approx\Gamma_t+\tfrac14x^2\Gamma_s\), where \(\Gamma_t\) has been neglected beside \(\Gamma_s\) in the second term. The rate has doubled when

\[
x=2\sqrt{\frac{\Gamma_t}{\Gamma_s}}=2\sqrt{\frac{4.746\times10^{-9}}{5.287\times10^{-6}}}=0.060 .
\]

Since \(x\) is proportional to \(B\) and equals 0.274 at 1 T, this happens near 0.22 T. At 0.1 T the lifetime is still 115 ns; at 10 T it is 0.38 ns. For \(x\gg1\) both \(m=0\) states approach the mean rate \((\Gamma_s+\Gamma_t)/2\), which corresponds to 0.25 ns, twice the singlet lifetime of 0.12 ns.

**What a sample shows.** The 6.7 ns belongs to one of the three triplet states. The \(m=\pm1\) states contain no singlet part and keep their 138.7 ns. Suppose atoms are formed in the 1 T field with equal populations of \(|1,1\rangle\), \(|1,0\rangle\) and \(|1,-1\rangle\). Two thirds then decay with the long lifetime. Of the remaining third, a fraction \(1-q\) is in \(|+\rangle\) and decays in 6.7 ns, while the small fraction \(q\) is in \(|-\rangle\) and decays in 0.13 ns. These two parts are coherent, because \(|1,0\rangle=\cos\theta\,|+\rangle-\sin\theta\,|-\rangle\). The singlet amplitude of such an atom is \(\sin\theta\cos\theta\,\big(e^{-iE_+t-\Gamma_+t/2}-e^{-iE_-t-\Gamma_-t/2}\big)\), so its two-photon rate is \(\Gamma_s\,q(1-q)\big[e^{-\Gamma_+t}+e^{-\Gamma_-t}-2e^{-(\Gamma_++\Gamma_-)t/2}\cos((E_+-E_-)t)\big]\). The cross term oscillates with period \(2\pi\hbar/(E_+-E_-)\), about 5 ps, and, since \(\Gamma_++\Gamma_-=\Gamma_s+\Gamma_t\), it dies out with the 0.25 ns time found above. Averaged over this oscillation, the decay curve is a sum of exponentials, and no single lifetime describes it.

The numerical output below lists the levels, widths and lifetimes at 1 T with further digits.

## Table of computed values

```
INPUT DATA
fine-structure constant: 0.00729735
zero-field splitting W: 8.45275e-04 eV
singlet width: 5.2871e-06 eV
triplet width: 4.7465e-09 eV
singlet lifetime, zero field: 0.1245 ns
triplet lifetime, zero field: 138.67 ns
LEVELS AT 1 TESLA (singlet at zero field = 0)
Zeeman coupling v: 1.15768e-04 eV
x = 2 v / W: 0.27392 (no unit)
sqrt(1 + x^2): 1.03684 (no unit)
lower m=0 level: -1.55686e-05 eV
m=+1 and m=-1 levels: 8.45275e-04 eV
upper m=0 level: 8.60844e-04 eV
upward shift of upper level: 1.5569e-05 eV
weak-field estimate v^2/W: 1.5855e-05 eV
diamagnetic scale B^2<r^2>: 5.91e-09 eV
rms electron-positron distance: 1.833 angstrom
QUENCHING AT 1 TESLA
singlet weight in upper m=0 state: 0.017764 (no unit)
weak-field estimate x^2/4: 0.018758 (no unit)
triplet part of width: 4.6622e-09 eV
singlet part of width: 9.3920e-08 eV
total width of upper m=0 state: 9.8582e-08 eV
quenched triplet m=0 lifetime: 6.677 ns
lifetime from complex energies: 6.677 ns
lifetime of lower m=0 state: 0.1267 ns
shortening factor of triplet m=0: 20.77 (no unit)
two-photon fraction of its decays: 0.9527 (no unit)
RESPONSE TO INPUT DATA AND FIELD
lifetime if W is 1% smaller: 6.557 ns
lifetime if singlet rate is 1% smaller: 6.741 ns
upper m=0 lifetime at 0.1 T: 114.736 ns
upper m=0 lifetime at 1 T: 6.677 ns
upper m=0 lifetime at 10 T: 0.378 ns
strong-field limit of m=0 lifetimes: 0.2488 ns
CHECK VALUES
largest relative error of rate formula: 8.2e-06 (no unit)
largest |shift|/v at v = W/1000, real: 1.00e-03 (no unit)
largest |shift|/v at v = W/1000, like moments: 1.0000 (no unit)
```
